# Slab-truncated Coulomb kernel, two-dimensional screening and slow gap convergence, part 2

How does an insulating layer screen long waves, and what gap error follows from dropping the \(q=0\) screening term on a finite grid? The first half answered this in reciprocal space; the second rederives the results in real space. Hartree atomic units are used.

The layer has thickness \(d\), profile \(p(z)=1/d\), in-plane polarizability per area \(\alpha\) and \(r_0=2\pi\alpha\). Bars denote averages over \(p\). A potential \(\phi\) of in-plane wave number \(q=k_\parallel\) induces the bound charge \(-\alpha q^2\phi\), since the density response is \(\chi^0=-\alpha q^2\).

In cells of height \(L\), with normal wave numbers \(\kappa=k_z=G\), the interaction \(v\) is cut at \(|z|=z_c\). Direct integration and Poisson's equation both gave

\[
v_c=\frac{4\pi}{q^2+\kappa^2}
\left\{1+e^{-qz_c}\left[\frac{\kappa}{q}\sin\kappa z_c-\cos\kappa z_c\right]\right\}.
\]

If \(\kappa\sin\kappa z_c=0\), as for \(z_c=L/2\), this becomes the short form

\[
v_c=\frac{4\pi}{k^2}\left[1-e^{-k_\parallel z_c}\cos(k_zz_c)\right].
\]

For \(d\le L/2\), inverting the dielectric matrix (head: \(G=G'=0\)) gave

\[
\varepsilon(q)=1+r_0q\Lambda(qd)
=1+\frac{4\pi\alpha}{d}\left[1-\frac{1-e^{-qd}}{qd}\right].
\]

With \(W_c=W-v\), where \(W\) is the screened interaction, the static COHSEX gap change relative to bare exchange, neglecting interband exchange, is

\[
w=\int\frac{d^2q}{(2\pi)^2}f(q),\qquad f=F\,\bar W_c,\qquad
\bar W_c=-\frac{2\pi r_0\Lambda^2}{1+r_0q\Lambda}.
\]

Here \(\Lambda(qd)=1-qd/3+\dots\), and \(F=e^{-q^2\sigma^2}\) for orbital density width \(\sigma\). An \(N\times N\) grid centred on \(q=0\), for a square cell of side \(a\), has spacing \(h=2\pi/(Na)\). The cell expansion

\[
\int_{\rm cell}f\,d^2q=h^2f_j+\frac{h^4}{24}\nabla^2f_j+\dots
\]

led to a gap too large by

\[
\delta_{\rm drop}=\frac{2\pi r_0}{(Na)^2}+O(N^{-3}).
\]

The example uses massive Dirac bands with velocity \(v_F\), \(E=\sqrt{v_F^2k^2+m^2}\) and gap \(\Delta=2m\). Their response combines squared overlaps of order \(q^2\) with a factor \(1/(2E)\). Four species and \(\Delta=0.06\) hartree give \(\alpha=3.537\) bohr and \(r_0=22.2\) bohr; \(d=10\) bohr and \(L=24\) bohr.

### Screening from the field of the layer

Consider a layer of total thickness \(d\) with charge \(p(z)=1/d\) modulated in-plane with wave number \(q\). Its potential \(U(z)\) satisfies

\[
U''-q^2U=-\frac{4\pi}{d}\quad(|z|<d/2),\qquad
U''-q^2U=0\quad(|z|>d/2).
\]

The even solution inside is

\[
U=\frac{4\pi}{dq^2}\left(1-B\cosh qz\right).
\]

Outside it decays as \(e^{-q|z|}\). Both \(U\) and \(U'\) are continuous, so \(U'=-qU\) at \(z=d/2\), which gives

\[
B\sinh\frac{qd}2=1-B\cosh\frac{qd}2
\quad\Longrightarrow\quad B=e^{-qd/2}.
\]

The average of \(\cosh qz\) over the layer is \((2/qd)\sinh(qd/2)\). Hence the average potential is

\[
\bar v=\frac{4\pi}{dq^2}\left[1-\frac{2e^{-qd/2}\sinh(qd/2)}{qd}\right]
=\frac{4\pi}{dq^2}\left[1-\frac{1-e^{-qd}}{qd}\right].
\]

Let \(\bar\phi\) be the total potential averaged over the layer. As for the thin sheet, the bound charge is \(-\alpha q^2\bar\phi\), now spread over \(p(z)\). It produces the average potential \(-\alpha q^2\bar\phi\,\bar v\), so

\[
\bar\phi=\bar\phi_{\rm ext}-\alpha q^2\bar v\,\bar\phi
\quad\Longrightarrow\quad
\varepsilon(q)=1+\alpha q^2\bar v
=1+\frac{4\pi\alpha}{d}\left[1-\frac{1-e^{-qd}}{qd}\right].
\]

This agrees with the matrix inversion. No periodic cell appears: the layer is isolated from the start, and \(\alpha\) is a given response coefficient rather than a sum over bands.

### The grid error as a sum over images

A finite grid in \(q\) corresponds to a finite supercell of side \(Na\) in real space. Let \(\mathbf R=Na(n_1,n_2)\) with integer \(n_1,n_2\). The identity

\[
\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}
=\frac{(2\pi)^2}{(Na)^2}\sum_j\delta(\mathbf q-\mathbf q_j)
\]

expresses that the phases add up at grid points and cancel elsewhere. Multiplying by \(f(q)/(2\pi)^2\) and integrating gives

\[
\frac1{(Na)^2}\sum_jf(q_j)=\sum_{\mathbf R}w(\mathbf R),\qquad
w(\mathbf R)=\int\frac{d^2q}{(2\pi)^2}f(q)e^{i\mathbf q\cdot\mathbf R}.
\]

The term \(\mathbf R=0\) is the converged gap change. If the grid keeps the limiting value \(f(0)\) at \(q=0\), its error is therefore the sum over \(\mathbf R\ne0\): the screening interaction with the periodic images.

At large distance \(w(\mathbf R)\) is governed by the leading nonanalytic term of \(f\) at small \(q\). Using \(\Lambda^2\simeq1-2qd/3\) and \(1/(1+r_0q)\simeq1-r_0q\), while the orbital factor changes at order \(q^2\),

\[
f(q)=-2\pi r_0+cq+O(q^2),\qquad c=2\pi r_0\left(r_0+\frac{2d}{3}\right).
\]

The function \(q=\sqrt{q_x^2+q_y^2}\) has a cusp at the origin. Its transform follows from the potential of a point charge at height \(\eta\):

\[
\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi}{q}e^{-q\eta}e^{i\mathbf q\cdot\mathbf R}
=\frac1{\sqrt{R^2+\eta^2}} .
\]

Differentiating twice with respect to \(\eta\) multiplies the integrand by \(q^2\), and the right side becomes

\[
-\frac1{(R^2+\eta^2)^{3/2}}+\frac{3\eta^2}{(R^2+\eta^2)^{5/2}}
\;\to\;-\frac1{R^3}\qquad(\eta\to0,\;R\ne0).
\]

So \(q\) transforms into \(-1/(2\pi R^3)\). Constants and even powers of \(q\) are analytic and give no power-law tail. Hence

\[
w(\mathbf R)\simeq-\frac{c}{2\pi R^3},\qquad
\delta_{\rm point}\simeq-\frac{cS_3}{2\pi(Na)^3},\qquad
S_3=\sum_{\mathbf n\ne0}\frac1{|\mathbf n|^3}=9.034 .
\]

Dropping the point \(q=0\) removes \(f(0)/(Na)^2=-2\pi r_0/(Na)^2\) from the sum. The gap error is then

\[
\delta_{\rm drop}=\delta_{\rm point}+\frac{2\pi r_0}{(Na)^2}
\simeq\frac{2\pi r_0}{(Na)^2}-\frac{cS_3}{2\pi(Na)^3}.
\]

The leading term is that of the first half, now with its first correction. It has a direct meaning. The integral of \(w(\mathbf R)\) over the plane is \(f(0)\), so dropping \(q=0\) subtracts the mean of the periodic screening interaction, as if a uniform background had been added to cancel it.

### What the grids show

Take \(a=6\) bohr, \(\sigma=2\) bohr, and the earlier values \(r_0=22.2\) bohr and \(d=10\) bohr. The converged gap change is \(-0.1506\) hartree, or \(-4.10\) eV, relative to bare exchange. It is a static value for this model, and does not represent a full GW gap correction. In particular, the neglected interband exchange is not small away from \(q=0\). For Dirac band edges at \(\mathbf k=0\) it multiplies \(f\) by \(m/\sqrt{m^2+v_F^2q^2}\), which with \(v_F=0.25\) reduces the gap change to \(-0.082\) hartree. This factor is 1 at \(q=0\) and has no term linear in \(q\), so the leading grid error is unchanged.

Three treatments of the central point are compared: dropping it, keeping \(f(0)\), and averaging \(f\) over the central cell. The gap errors, relative to the converged model value, are in millihartree:

| \(N\) | dropped | point | average |
|---:|---:|---:|---:|
| 6 | 40.1 | −67.6 | 5.4 |
| 12 | 15.3 | −11.6 | 1.82 |
| 24 | 5.00 | −1.73 | 0.47 |
| 48 | 1.45 | −0.23 | 0.09 |
| 96 | 0.39 | −0.03 | 0.02 |

The asymptotic law can be followed by hand at \(N=48\), where \(Na=288\) bohr. The leading term is

\[
\frac{2\pi\times22.222}{288^2}=1.683\times10^{-3}\ \text{hartree}.
\]

With \(c=4034\) hartree bohr³, the image correction is

\[
-\frac{4034\times9.034}{2\pi\times288^3}=-0.243\times10^{-3}\ \text{hartree}.
\]

Their sum is 1.44 millihartree, against the computed 1.45. At \(N=12\) the leading term alone would give 26.9 millihartree, well above the computed 15.3. That grid is not yet in the asymptotic range.

The main reason is the size of \(r_0h\); the thickness adds to it, as the sum \(r_0+2d/3\) in \(c\) shows. The expansion of \(f\) can be used across the central cell only if \(r_0h\ll1\), while \(r_0h=1\) is reached at \(N=2\pi r_0/a=23.3\). Below this \(N\) the first nonzero grid point already lies beyond the steep part of \(\varepsilon^{-1}\).

The effect on the rate of convergence can be seen for a thin sheet with the orbital factor set to 1. Replace the central cell by a disc of radius \(Q\) and equal area, \(\pi Q^2=h^2\). Its missing contribution has magnitude

\[
\int_0^Q\frac{q\,dq}{2\pi}\,\frac{2\pi r_0}{1+r_0q}
=Q-\frac{\ln(1+r_0Q)}{r_0}.
\]

For \(r_0Q\ll1\) this is \(r_0Q^2/2=r_0h^2/(2\pi)=2\pi r_0/(Na)^2\), the leading law. For \(r_0Q\gg1\) it approaches \(Q\), which falls as \(1/N\). A strongly polarizable layer thus starts with slower convergence and reaches the \(N^{-2}\) law when the grid resolves \(1/r_0\).

In the full model each doubling of \(N\) reduces the error as \(N^{-\gamma}\), with \(\gamma\) rising from 1.39 between \(N=6\) and 12 to 1.89 between 48 and 96. The missing cell accounts for most of the error: at \(N=6\) it is the difference between the first and last columns, \(40.1-5.4=34.7\) millihartree.

The dropped-term error is 0.417 eV at \(N=12\) and 0.039 eV at \(N=48\). In a scan over even \(N\) from 6 upwards, it first falls below 2 millihartree at \(N=42\).

Keeping the limiting value \(f(0)\) is not a safe cure on coarse grids. At \(N=6\) it is worse than dropping the term, since it assigns the strong \(q=0\) screening to a whole cell in which \(|f|\) has already decreased. The gap is then too small. Averaging the product \(F\bar W_c\) over the cell follows this decrease, and it has the smallest error of the three on each grid shown. Its remaining error comes from the other cells. By the cell expansion of the first half it is of order \(N^{-3}\) on fine grids; between \(N=48\) and 96 it still falls more slowly, as about \(N^{-2.6}\).

A three-dimensional insulator behaves differently at this step. There \(\varepsilon^{-1}(q)=\varepsilon^{-1}(0)+O(q^2)\) in the isotropic case, and \(v=4\pi/q^2\). Averaging \(v\) over the central cell while holding \(\varepsilon^{-1}\) at its \(q=0\) value captures the singular part of \(W_c\) in that cell. What is left there is a bounded integrand times a volume of order \(h^3\). The neighbouring cells, where \(1/q^2\) is sampled at the centre, still leave an error of order \(h\): on a simple cubic grid it is about one seventh of the error from dropping the cell, and it falls only as \(1/N\). In the layer the same recipe gives zero for \(W_c\) in the central cell, because \(\varepsilon^{-1}(0)=1\).

### What each derivation assumes

For the kernel, the first derivation uses the explicit form \(1/r\) and performs both integrals. It needs a convergence factor in the plane. The second uses the fact that \(1/r\) solves Poisson's equation, together with decay at large \(|z|\), and obtains the effect of the cut from boundary values. Neither assumes \(\sin\kappa z_c=0\) until the short form is wanted.

For the screening, the first derivation works in the repeated cell. It therefore needs the truncated kernel and the condition \(d\le L/2\) to describe one layer. In return it gives the dielectric matrix of the model in the form used in a plane-wave calculation, and it obtains \(\alpha\) from the band overlaps. The second assumes an isolated layer and takes \(\alpha\) as given. It shows by electrostatics why long waves are weakly screened, but it cannot say whether a given cell height is sufficient.

For the grid error, the first derivation expands \(f\) within each cell. It identifies the missing area and the order of what remains. The second requires the transform of \(f\) at large distance, and gives the coefficient of the next term. Both expansions rely on \(f\) being smooth away from \(q=0\) and on a grid fine enough that \(r_0h\ll1\).

Some assumptions are common to both, and the agreement between the derivations does not test them: the single profile \(p(z)\), the neglect of polarization along \(z\), diagonal screening in the in-plane reciprocal vectors, and the \(\alpha q^2\) response at all \(q\). All four restrict the numerical values. With the full static response of the Dirac bands at \(v_F=0.25\), \(\varepsilon\) is 3.05 at \(q=0.3\) and 2.08 at \(q=1\) bohr⁻¹ instead of rising towards 5.44, and the converged gap change becomes \(-0.138\) hartree, while the grid errors at \(N=6\), 12 and 48 move by less than 0.4 millihartree. Two of the assumptions can affect even the coefficient of the leading error law. Diagonal screening leaves out the in-plane local fields, which change the polarizability seen by a long wave. In a real layer the \(r_0\) of that law must therefore come from the macroscopic \(\alpha\), with these fields included. The neglect of polarization along \(z\) matters as well. At \(q\to0\) a unit charge per area spread over the layer has the normal field \(4\pi z/d\) inside it. If the layer has a normal dielectric constant \(\varepsilon_z\), this field is screened too, and \(f(0)\) gains

\[
-\left(1-\frac1{\varepsilon_z}\right)\int_{-d/2}^{d/2}\frac{dz}{4\pi}\left(\frac{4\pi z}{d}\right)^2
=-\frac{\pi d}{3}\left(1-\frac1{\varepsilon_z}\right).
\]

For \(d=10\) bohr and \(\varepsilon_z=2\) this is about 4 percent of \(2\pi r_0\). In the plane-wave matrix this piece lies in the elements with \(G,G'\ne0\), and the head of \(W_c\) keeps the value \(-2\pi r_0\). If the whole screening term at \(q=0\) is dropped, the error still falls as \(N^{-2}\), with \(2\pi r_0\) replaced by \(|f(0)|\). If only the head is lost, the coefficient remains \(2\pi r_0\). The small-\(q\) behaviour within the present model needs the \(\alpha q^2\) response near the origin alone.

The gap is essential. In a metallic or doped layer, static transitions within a partly filled band make \(\chi^0\) tend to \(-D\) at small \(q\), where \(D\) is the density of states per area at the Fermi level. For a thin sheet this gives \(\varepsilon=1+2\pi D/q\), which diverges instead of tending to 1, and the error law derived here no longer applies.

The static limit matters less for the origin of the effect. At imaginary frequency \(i\omega\), the factor \(1/(2E)\) in the Dirac response becomes \(2E/(4E^2+\omega^2)\), while the overlap is unchanged. The response is still proportional to \(q^2\), with a smaller polarizability \(\alpha(i\omega)\), so the dielectric function again starts at 1 with a finite slope. The gap errors quoted here nevertheless belong to static COHSEX. The numerical output below gives the grid errors at higher precision.

## Computed results

```
Kernel test: k_par = 0.7 bohr^-1, z_c = 2.0 bohr
k_z z_c = pi: numerical 5.296948 bohr^2
k_z z_c = pi: short form 5.296948 bohr^2
k_z = 1.0 bohr^-1: numerical 12.000876 bohr^2
k_z = 1.0 bohr^-1: full form 12.000876 bohr^2
k_z = 1.0 bohr^-1: short form 9.299288 bohr^2
Model: gap 0.06 hartree, 4 Dirac species
Dirac velocity in the test: 0.25 a.u.
d = 10.0 bohr, L = 24.0 bohr, a = 6.0 bohr, sigma = 2.0 bohr
alpha: formula 3.5368, eigenvector sum 3.5367 bohr
Screening length r0 = 22.222 bohr; 1/r0 = 0.0450 bohr^-1
Layer v at q = 0.3 bohr^-1: direct 9.540142 bohr
Layer v, reciprocal sum: 9.540142 bohr
Image error for thickness 16.0 bohr: 0.444 percent
Layer eps at q = 0.01 bohr^-1: 1.2150
Layer eps at q = 0.05 bohr^-1: 1.9469
Layer eps at q = 0.1 bohr^-1: 2.6350
Layer eps at q = 0.5 bohr^-1: 4.5615
Layer eps, large-q limit: 5.4444
First nonzero q for N = 12: 0.08727 bohr^-1
Inverse head, truncated: 1 at q = 0, 0.5152 at first q
Inverse head, untruncated: 0.3506, then 0.3948
Converged gap change: -0.150570 hartree = -4.097 eV
Grid with h r0 = 1: N = 23.3
Gap errors in millihartree: dropped, point value, cell average
N = 6: 40.1341, -67.6023, 5.4185
N = 12: 15.3391, -11.5950, 1.8203
N = 24: 4.9987, -1.7348, 0.4672
N = 48: 1.4490, -0.2344, 0.0930
N = 96: 0.3908, -0.0301, 0.0152
Decay exponent, dropped, N = 6 to 12: 1.388
Decay exponent, dropped, N = 12 to 24: 1.618
Decay exponent, dropped, N = 24 to 48: 1.786
Decay exponent, dropped, N = 48 to 96: 1.891
Dropped-term error at N = 12: 0.417 eV
Dropped-term error at N = 48: 0.0394 eV
Image sum S3 = 9.0336; cusp c = 4033.6 bohr^3
N = 384, dropped: error/leading law = 0.9820
N = 384, point value: error/law = 0.9994
First even N with dropped error below 2 millihartree: 42
```
